# The exact Foldy–Wouthuysen rotation of a free Dirac particle, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one direction of motion to the closed unitary

### Definitions and conventions

A free particle of spin one half and mass $m>0$ obeys

$$i\hbar\,\frac{\partial\psi}{\partial t}=H\psi,\qquad H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2,\qquad \mathbf p=-i\hbar\nabla .$$

There is no external field, so the charge does not appear. The matrices are taken in the standard representation, written in blocks of size two by two:

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

They are Hermitian and satisfy

$$\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij},\qquad \alpha_i\beta+\beta\alpha_i=0,\qquad \beta^2=1 .$$

The four components of $\psi$ form an upper pair and a lower pair. An operator that commutes with $\beta$ is called even. It is block diagonal and leaves the two pairs separate. An operator that anticommutes with $\beta$ is called odd. It has only off-diagonal blocks and turns one pair into the other. In $H$ the mass term is even and $c\,\boldsymbol\alpha\cdot\mathbf p$ is odd.

We look for a unitary $U$ for which $UHU^\dagger$ is even. The wave function $\psi'=U\psi$ then has upper and lower pairs that evolve independently. The three components of $\mathbf p$ commute with each other, with the matrices and with $H$. We may therefore work on plane waves $e^{i\mathbf p\cdot\mathbf r/\hbar}$, where $\mathbf p$ is an ordinary vector and $H$ is a four by four matrix. From here on $p=|\mathbf p|$ and

$$E=+\sqrt{m^2c^4+c^2p^2}.$$

The square of $H$ shows why this quantity appears. First,

$$(\boldsymbol\alpha\cdot\mathbf p)^2=\sum_{ij}p_ip_j\,\alpha_i\alpha_j=\tfrac12\sum_{ij}p_ip_j(\alpha_i\alpha_j+\alpha_j\alpha_i)=p^2 .$$

The second equality exchanges the names of $i$ and $j$ in half of the sum, which is allowed because $p_ip_j=p_jp_i$. Then

$$H^2=c^2(\boldsymbol\alpha\cdot\mathbf p)^2+mc^3(\boldsymbol\alpha\cdot\mathbf p\,\beta+\beta\,\boldsymbol\alpha\cdot\mathbf p)+m^2c^4=E^2,$$

since the middle bracket vanishes. The eigenvalues of $H$ can therefore be only $E$ and $-E$. Its trace is zero, so each occurs twice.

### The simple case: motion along $z$

Let $\mathbf p=(0,0,p)$ with $p>0$. The matrix $\sigma_z$ is diagonal, so $H$ connects component 1 only with component 3, and component 2 only with component 4. For components 1 and 3, which have spin up along $z$, the Hamiltonian is

$$h=\begin{pmatrix}mc^2&cp\\ cp&-mc^2\end{pmatrix}.$$

A real symmetric matrix of this size can be made diagonal by a plane rotation. Take

$$R=\begin{pmatrix}\cos\theta&\sin\theta\\-\sin\theta&\cos\theta\end{pmatrix}.$$

The product $Rh$ is

$$Rh=\begin{pmatrix}mc^2\cos\theta+cp\sin\theta&\ cp\cos\theta-mc^2\sin\theta\\ cp\cos\theta-mc^2\sin\theta&\ -mc^2\cos\theta-cp\sin\theta\end{pmatrix}.$$

Multiplication on the right by the transpose $R^T$ gives the upper diagonal element

$$\cos\theta\,(mc^2\cos\theta+cp\sin\theta)+\sin\theta\,(cp\cos\theta-mc^2\sin\theta)=mc^2\cos2\theta+cp\sin2\theta,$$

and the off-diagonal element

$$-\sin\theta\,(mc^2\cos\theta+cp\sin\theta)+\cos\theta\,(cp\cos\theta-mc^2\sin\theta)=cp\cos2\theta-mc^2\sin2\theta .$$

Both follow from $\cos^2\theta-\sin^2\theta=\cos2\theta$ and $2\sin\theta\cos\theta=\sin2\theta$. The trace of $h$ is zero and is unchanged by the rotation, so the lower diagonal element is minus the upper one. The off-diagonal element vanishes when

$$\tan2\theta=\frac{p}{mc}.$$

The double angle has a simple origin. The product $Rh$ written above is symmetric, so $Rh=(Rh)^T=hR^T$ and $RhR^T=R^2h$: the two factors turn $h$ in the same sense, through $2\theta$ in all, while the amplitudes are turned once. This relies on $h$ being symmetric and traceless. A multiple of the unit matrix, turned from both sides in the same way, would not change at all.

A limit tests this result. For $p\ll mc$ the angle is $\theta\approx p/(2mc)$. To second order in $p$, the upper diagonal element becomes

$$mc^2\left(1-\frac{p^2}{2m^2c^2}\right)+cp\,\frac{p}{mc}=mc^2+\frac{p^2}{2m}.$$

Perturbation theory gives the same shift by another road. The coupling is $cp$ and the unperturbed levels are $2mc^2$ apart, so the upper level rises by $(cp)^2/(2mc^2)=p^2/2m$. The Newtonian kinetic energy thus comes from the coupling of the upper component to the lower one.

For components 2 and 4, with spin down, $\sigma_z$ gives $-1$ and the coupling is $-cp$. The rotation must then go through $-\theta$. A general formula needs a generator that supplies this sign for every direction of spin and momentum.

### The generator for any direction

Let $\mathbf n=\mathbf p/p$ for $p>0$, and define

$$K=\beta\,\boldsymbol\alpha\cdot\mathbf n=\begin{pmatrix}0&\boldsymbol\sigma\cdot\mathbf n\\-\boldsymbol\sigma\cdot\mathbf n&0\end{pmatrix}.$$

For $\mathbf n$ along $z$, its part in components 1 and 3 is $\begin{pmatrix}0&1\\-1&0\end{pmatrix}$, and its part in components 2 and 4 has the opposite sign. These are the two senses of rotation found above.

Two properties of $K$ are needed. It is anti-Hermitian:

$$K^\dagger=(\boldsymbol\alpha\cdot\mathbf n)\,\beta=-\beta\,\boldsymbol\alpha\cdot\mathbf n=-K .$$

Its square is minus one, because moving $\beta$ past $\boldsymbol\alpha\cdot\mathbf n$ costs a sign and $(\boldsymbol\alpha\cdot\mathbf n)^2=1$:

$$K^2=\beta\,\boldsymbol\alpha\cdot\mathbf n\,\beta\,\boldsymbol\alpha\cdot\mathbf n=-\beta^2(\boldsymbol\alpha\cdot\mathbf n)^2=-1 .$$

In the exponential series the even powers are therefore $K^{2k}=(-1)^k$ and the odd powers are $K^{2k+1}=(-1)^kK$. Summing them separately gives

$$U=e^{\theta K}=\sum_k\frac{(-1)^k\theta^{2k}}{(2k)!}+K\sum_k\frac{(-1)^k\theta^{2k+1}}{(2k+1)!}=\cos\theta+K\sin\theta .$$

For real $\theta$ we have $U^\dagger=e^{-\theta K}=U^{-1}$, so $U$ is unitary. The angle may depend on $p$, since $p$ commutes with everything present.

### Rotating the Hamiltonian

Write $H=cp\,\boldsymbol\alpha\cdot\mathbf n+mc^2\beta$. The products of $K$ with the two matrices are

$$K\,\boldsymbol\alpha\cdot\mathbf n=\beta(\boldsymbol\alpha\cdot\mathbf n)^2=\beta,\qquad K\beta=\beta\,\boldsymbol\alpha\cdot\mathbf n\,\beta=-\boldsymbol\alpha\cdot\mathbf n,$$

and in the other order

$$\boldsymbol\alpha\cdot\mathbf n\,K=\boldsymbol\alpha\cdot\mathbf n\,\beta\,\boldsymbol\alpha\cdot\mathbf n=-\beta,\qquad \beta K=\beta^2\,\boldsymbol\alpha\cdot\mathbf n=\boldsymbol\alpha\cdot\mathbf n .$$

Each product changes sign when its order is reversed, so $KH=-HK$. This lets us bring the right-hand factor of the transformation to the left:

$$HU^\dagger=H(\cos\theta-K\sin\theta)=(\cos\theta+K\sin\theta)H=UH .$$

It follows that

$$UHU^\dagger=U^2H=e^{2\theta K}H=(\cos2\theta+K\sin2\theta)(cp\,\boldsymbol\alpha\cdot\mathbf n+mc^2\beta).$$

The four terms of this product are

$$cp\cos2\theta\;\boldsymbol\alpha\cdot\mathbf n+mc^2\cos2\theta\;\beta+cp\sin2\theta\;\beta-mc^2\sin2\theta\;\boldsymbol\alpha\cdot\mathbf n .$$

Collecting odd and even parts, we obtain

$$UHU^\dagger=\boldsymbol\alpha\cdot\mathbf n\,(cp\cos2\theta-mc^2\sin2\theta)+\beta\,(mc^2\cos2\theta+cp\sin2\theta).$$

These are the coefficients found for motion along $z$, now valid for every direction and spin.

### The angle and its branch

The odd part vanishes if $\tan2\theta=p/(mc)$. This equation alone does not fix the sign of the even part, because the tangent repeats when $2\theta$ grows by $\pi$. We choose

$$0\le2\theta<\frac{\pi}{2},\qquad \cos2\theta=\frac{mc^2}{E},\qquad \sin2\theta=\frac{cp}{E}.$$

The ratio of the last two is $p/(mc)$, and their squares add to one. The even coefficient becomes

$$mc^2\,\frac{mc^2}{E}+cp\,\frac{cp}{E}=\frac{E^2}{E}=E,$$

and therefore

$$\boxed{\,UHU^\dagger=\beta E\,}$$

If $\theta$ is replaced by $\theta+\pi/2$, the tangent of the double angle is unchanged, but both $\cos2\theta$ and $\sin2\theta$ change sign. The result is then $-\beta E$, with the positive energies in the lower pair. The chosen branch is the one on which $\theta\to0$ and $U\to1$ as $p\to0$.

In the opposite limit, $p\gg mc$, the double angle approaches $\pi/2$ and $\theta$ approaches $45^\circ$. At $p=100\,mc$ the angle is $44.71^\circ$. The rotation stays bounded however large the momentum is.

### The closed form

The half-angle formula, with the positive root because $0\le\theta<\pi/4$, gives

$$\cos\theta=\sqrt{\frac{1+\cos2\theta}{2}}=\sqrt{\frac{E+mc^2}{2E}}=\frac{E+mc^2}{\sqrt{2E(E+mc^2)}} .$$

The last form follows on multiplying numerator and denominator by $\sqrt{E+mc^2}$. The sine follows from $\sin2\theta=2\sin\theta\cos\theta$:

$$\sin\theta=\frac{cp/E}{2\cos\theta}=\frac{cp}{2E}\sqrt{\frac{2E}{E+mc^2}}=\frac{cp}{\sqrt{2E(E+mc^2)}} .$$

Since $pK=\beta\,\boldsymbol\alpha\cdot\mathbf p$, the sum $\cos\theta+K\sin\theta$ is

$$\boxed{\,U=\frac{E+mc^2+c\,\beta\,\boldsymbol\alpha\cdot\mathbf p}{\sqrt{2E(E+mc^2)}}\,}$$

In units with $c=1$ this reads $(E+m+\beta\,\boldsymbol\alpha\cdot\mathbf p)/\sqrt{2E(E+m)}$. The direction $\mathbf n$, which is undefined at $p=0$, has dropped out, and the formula gives $U=1$ there. The condition $m>0$ matters at this point. With $m=0$ the angle would be $45^\circ$ for every $p>0$, and the limit of $U$ at $p=0$ would depend on the direction of approach.

The result can be confirmed without angles. Because $\beta H=c\,\beta\,\boldsymbol\alpha\cdot\mathbf p+mc^2$, we may write $U=(E+\beta H)/N$ with $N=\sqrt{2E(E+mc^2)}$. Using $H^2=E^2$ and $\beta^2=1$,

$$UH=\frac{EH+\beta E^2}{N}=\beta E\,\frac{\beta H+E}{N}=\beta E\,U .$$

Unitarity follows from $\beta H+H\beta=2mc^2$, in which the odd part of $H$ cancels:

$$UU^\dagger=\frac{(E+\beta H)(E+H\beta)}{N^2}=\frac{E^2+E(\beta H+H\beta)+\beta H^2\beta}{N^2}=\frac{2E^2+2Emc^2}{N^2}=1 .$$

Multiplying $UH=\beta EU$ by $U^\dagger$ on the right gives the boxed Hamiltonian again.

### Numbers for one momentum

Take an electron with the chosen momentum $\mathbf p=(0.25,\,0.50,\,0.50)\,mc$. Its magnitude and energy are

$$\frac{p}{mc}=\sqrt{0.0625+0.25+0.25}=0.75,\qquad \frac{E}{mc^2}=\sqrt{1+0.5625}=1.25 .$$

With a rest energy of $510.999$ keV this is $E=638.749$ keV. The double angle has $\tan2\theta=0.75$, $\cos2\theta=1/1.25=0.8$ and $\sin2\theta=0.75/1.25=0.6$. In units of $mc^2$ the two coefficients after the rotation are

$$\text{odd: }0.75\times0.8-0.6=0,\qquad \text{even: }0.8+0.75\times0.6=1.25 .$$

A numerical search for the zero of the odd part, which does not use the formula for the angle, gives $\theta=0.32175$ rad. The half-angle formulas give

$$\cos\theta=\sqrt{\frac{2.25}{2.5}}=0.94868,\qquad \sin\theta=\frac{0.75}{\sqrt{2.5\times2.25}}=0.31623 .$$

The direction is $\mathbf n=(1,2,2)/3$, so the upper right block of $U$ is

$$\sin\theta\;\boldsymbol\sigma\cdot\mathbf n=\begin{pmatrix}0.2108&0.1054-0.2108i\\0.1054+0.2108i&-0.2108\end{pmatrix}.$$

The lower left block is its negative, and both diagonal blocks are $0.9487$ times the unit matrix.

## Second half: states, the slow limit and the range of the result

### Symbols and results carried over

The free Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2$, with $m>0$, $p=|\mathbf p|$, $\mathbf n=\mathbf p/p$ and $E=\sqrt{m^2c^4+c^2p^2}$. The matrix $K=\beta\,\boldsymbol\alpha\cdot\mathbf n$ satisfies $K^2=-1$ and $K^\dagger=-K$. Even operators commute with $\beta$, and odd ones anticommute with it. The unitary

$$U=\cos\theta+K\sin\theta=\frac{E+mc^2+c\,\beta\,\boldsymbol\alpha\cdot\mathbf p}{\sqrt{2E(E+mc^2)}},\qquad \tan2\theta=\frac{p}{mc},\quad 0\le2\theta<\frac{\pi}{2},$$

gives $UHU^\dagger=\beta E$. For any other angle $\theta$ the coefficients of $\boldsymbol\alpha\cdot\mathbf n$ and $\beta$ in the rotated Hamiltonian are $cp\cos2\theta-mc^2\sin2\theta$ and $mc^2\cos2\theta+cp\sin2\theta$. The numerical example has $\mathbf p=(0.25,0.50,0.50)\,mc$, for which $p=0.75\,mc$ and $E=1.25\,mc^2$.

This part has derived the closed unitary $U$ that turns the free Hamiltonian into $\beta E$ for every momentum, and has checked it on a numerical example. What remains is to examine the states it describes, its freedom of choice, the slow limit, its action in position space, and why it no longer removes all odd terms when a spatially varying potential is added.

Numerical values quoted here were computed with a short program.
